# Image-force lowering of the barrier at a planar metal contact

## The problem

An electron leaves a flat metal contact and enters a medium of uniform relative permittivity $\varepsilon=4$. A uniform electric field of 1 MV/cm, measured inside the medium, pulls it away from the metal. Without the image force the barrier would have its highest point at the metal surface. By how much does the image force lower the top of the barrier, and how far from the metal does the new top lie? What does the answer mean for a contact to a two-dimensional channel?

The metal is an ideal grounded conductor filling the half-space behind its surface, and the medium fills the other half-space. The electron is a point charge at distance $x$ from the surface. The algebra is in Hartree atomic units, in which $e=\hbar=m_e=4\pi\varepsilon_0=1$. The symbol $F>0$ is the size of the force that the applied field exerts on the electron, which in these units equals the field strength. Energies are counted from the barrier height without field and image force.

## A tempting solution

The metal can be replaced by a charge of opposite sign at $-x$. The two charges are $2x$ apart in a medium of permittivity $\varepsilon$, so their energy is $-1/(2\varepsilon x)$. With the applied field,

$$U_{\text{try}}(x)=-\frac{1}{2\varepsilon x}-Fx .$$

Setting the derivative to zero gives

$$\frac{1}{2\varepsilon x^2}=F,\qquad x=\frac{1}{\sqrt{2\varepsilon F}} .$$

At this point both terms equal $-\sqrt{F/(2\varepsilon)}$. The lowering would be their sum with the sign reversed, $2\sqrt{F/(2\varepsilon)}=\sqrt{2F/\varepsilon}$, which is 0.268 eV for the given numbers.

## Where it fails

The image charge and its position are right, but the energy is not. Differentiating $-1/(2\varepsilon x)$ gives an attraction $1/(2\varepsilon x^2)$. Coulomb's law for opposite unit charges a distance $2x$ apart gives

$$\frac{1}{\varepsilon(2x)^2}=\frac{1}{4\varepsilon x^2},$$

which is half as much. The two statements cannot both describe the force on the electron.

The expression $-1/(2\varepsilon x)$ is the work of bringing one charge up to another that stays fixed. Here the image moves too: when the electron is at distance $x'$, the image is at $-x'$. The energy must be found from the force along the real path, and for that the force itself should be secured.

## The force from the metal

Let $z$ be the distance of a field point from the surface and $s$ its distance from the normal through the electron. The sign of the electron's charge does not affect the attraction, so the source is taken as $+1$. For $z>0$ the trial potential is

$$\phi=\frac1\varepsilon\left[\frac{1}{\sqrt{s^2+(z-x)^2}}-\frac{1}{\sqrt{s^2+(z+x)^2}}\right].$$

It vanishes at $z=0$ and far away, and its one source in the medium is the given charge. These conditions fix the potential uniquely: the difference of two solutions would have no source and zero boundary values, and would therefore vanish.

The charge on the metal follows from the normal field. With $r=\sqrt{s^2+x^2}$, each term in the bracket contributes $x/r^3$ to the derivative at the surface:

$$\left.\frac{\partial\phi}{\partial z}\right|_{0}=\frac{2x}{\varepsilon r^3},\qquad
\sigma=\frac{\varepsilon E_z}{4\pi}=-\frac{x}{2\pi r^3}.$$

The bound charge of the medium at the interface reduces the net surface charge to $\sigma/\varepsilon$. A ring of radius $s$ and width $ds$ pulls the electron along the normal with the geometrical factor $x/r^3$. Adding the rings gives

$$\int_0^\infty \frac{x}{2\pi r^3}\,\frac{x}{\varepsilon r^3}\,2\pi s\,ds
=\frac{x^2}{\varepsilon}\int_0^\infty\frac{s\,ds}{(s^2+x^2)^3}
=\frac{x^2}{\varepsilon}\,\frac{1}{4x^4}=\frac{1}{4\varepsilon x^2}.$$

This is the Coulomb force at separation $2x$.

The surface charge also shows how much metal takes part. The fraction of it within radius $s$ is $1-x/\sqrt{s^2+x^2}$, which reaches one half at $s=\sqrt3\,x$. A contact therefore counts as planar if it is flat and extended over several times $x$.

## The energy

The potential energy is zero far from the metal. At distance $x$ it is minus the work done by the attraction as the electron comes in:

$$U_{\text{im}}(x)=-\int_x^\infty\frac{dx'}{4\varepsilon x'^2}=-\frac{1}{4\varepsilon x}.$$

A second argument gives the same factor. Hold the position fixed and let the charge grow from 0 to 1. When it has the value $\lambda$, the metal produces the potential $-\lambda/(2\varepsilon x)$ at its place. The work is

$$-\int_0^1\frac{\lambda\,d\lambda}{2\varepsilon x}=-\frac{1}{4\varepsilon x}.$$

The half appears because the induced charge grows with the charge that causes it.

A curved contact provides a further check. Let the metal be a grounded sphere of radius $R$, with the electron at $d=R+x$ from its centre. On the sphere, the multipole of order $l$ of the electron's potential has the coefficient $R^l/(\varepsilon d^{l+1})$. The induced potential falls as $r^{-l-1}$ outside and must cancel this on the sphere, so at the electron it amounts to $-R^{2l+1}/(\varepsilon d^{2l+2})$. Summing the geometric series and taking half, as above, gives

$$U_{\text{sphere}}=-\frac{1}{2\varepsilon}\,\frac{R}{d^2-R^2}
=-\frac{1}{2\varepsilon}\,\frac{R}{x(2R+x)}
=-\frac{1}{4\varepsilon x}\,\frac{1}{1+x/(2R)} .$$

For $R\gg x$ the planar result returns. For $R=10x$ the image energy is about 5% smaller in size than at a plane.

## The top of the barrier

The total energy is

$$U(x)=-\frac{1}{4\varepsilon x}-Fx .$$

Its maximum can be found by completing a square:

$$U(x)=-\sqrt{\frac F\varepsilon}-\left(\sqrt{Fx}-\frac{1}{2\sqrt{\varepsilon x}}\right)^2 .$$

Expanding the square gives $Fx+1/(4\varepsilon x)-\sqrt{F/\varepsilon}$, which confirms the identity. The square is never negative, so the top lies where it vanishes, at $Fx=1/(4\varepsilon x)$:

$$x_m=\frac{1}{2\sqrt{\varepsilon F}},\qquad \Delta=-U(x_m)=\sqrt{\frac F\varepsilon}.$$

At the top the attraction of the metal balances the applied force, and each of the two terms supplies half of the lowering, so that $\Delta=2Fx_m$.

In SI units, with $F$ now the field strength, the energy is $-e^2/(16\pi\varepsilon_0\varepsilon x)-eFx$. The balance of forces gives $x_m=\sqrt{e/(16\pi\varepsilon_0\varepsilon F)}$, and therefore

$$\Delta=2eFx_m=e\sqrt{\frac{eF}{4\pi\varepsilon_0\varepsilon}} .$$

## The numbers

The field of 1 MV/cm is $1.945\times10^{-4}$ atomic units. Hence

$$\Delta=\sqrt{\frac{1.945\times10^{-4}}{4}}=6.973\times10^{-3}\ \text{hartree}=0.190\ \text{eV}.$$

The same field exerts a force of 0.1 eV/nm on the electron, so

$$x_m=\frac{\Delta}{2F}=\frac{0.1897\ \text{eV}}{2\times0.1\ \text{eV/nm}}=0.95\ \text{nm}\quad(9.5\ \text{angstrom}).$$

The image term and the field term are each $-0.095$ eV there. The tempting solution was too large by the factor $\sqrt2$.

The size of this error matters because thermal emission depends exponentially on the barrier. At 300 K, $kT=0.0259$ eV. With temperature and prefactor held fixed, a lowering of 0.190 eV raises the Boltzmann factor for passing over the top by $e^{\Delta/kT}\approx1500$. The mistaken value would raise it by a further factor of about 21.

## How the result scales

At fixed permittivity, a field four times stronger doubles the lowering and halves the distance: 4 MV/cm gives 0.38 eV and 0.47 nm. A field of 0.25 MV/cm gives 0.095 eV and 1.9 nm. In the weak-field limit the lowering vanishes, but the top moves outward without bound in this model. The result fails once $x_m$ is no longer small compared with the region in which the field is uniform. In weak fields this happens if that region has a fixed size or shrinks with the field, as in a depletion layer of fixed doping. At fixed band bending the depletion width grows as $1/F$, faster than $x_m$, and the formula becomes more accurate in weak fields. In strong fields the top approaches atomic distances, where an ideal conducting surface is a poor description. The electron is not a classical point even at 1 MV/cm: for a mass of 0.5 electron masses at 300 K its thermal wavelength is about 6 nm, longer than $x_m$, so $U(x)$ is to be read as the potential in a wave equation.

At fixed field inside the medium, a larger permittivity weakens the image force and $\Delta$ falls as $\varepsilon^{-1/2}$. If the displacement is held fixed instead, the field inside is $F=F_0/\varepsilon$, with $F_0$ the field the same displacement would have in vacuum. Then $\Delta=\sqrt{F_0}/\varepsilon$. The problem specifies the field inside, so no further division by $\varepsilon$ is needed.

## What changes at a two-dimensional channel

Consider a monolayer of MoS2 embedded in silica and meeting a metal wall at its edge. The material parameters below are rough typical values, and the applied field at the metal stays at 1 MV/cm.

**The sheet is polarizable.** Let its in-plane polarization be $-\alpha\nabla\phi$. The bound charge is then $\alpha\nabla^2\phi$, and for wave number $k$ the potential of a unit charge in an unbounded sheet obeys

$$\phi_k=\frac{2\pi}{\varepsilon k}\left(1-\alpha k^2\phi_k\right),\qquad
\phi_k=\frac{2\pi}{\varepsilon k(1+\rho k)},\qquad \rho=\frac{2\pi\alpha}{\varepsilon}.$$

Transforming back to distance $r$ gives the Keldysh interaction. Writing $1/(1+\rho k)=\int_0^\infty e^{-t(1+\rho k)}dt$ and doing the $k$ integral first turns it into

$$W(r)=\int_0^\infty\frac{J_0(kr)\,dk}{\varepsilon(1+\rho k)}
=\frac1\varepsilon\int_0^\infty\frac{e^{-t}\,dt}{\sqrt{r^2+\rho^2t^2}} .$$

The inner integral is the potential of a unit charge seen from lateral distance $r$ and height $\rho t$. The last form shows that $W(r)<1/(\varepsilon r)$.

The metal wall is included by continuing the sheet through it as a mirror image and placing an opposite charge at $-x$. The potential is then odd under reflection and vanishes on the wall. The charging argument gives the image energy $-W(2x)/2$, apart from a self-energy independent of $x$. This is shallower than $-1/(4\varepsilon x)$ at every distance, so the barrier top is higher. For $2\pi\alpha=4$ nm and $\varepsilon=4$, $\rho$ is 1 nm, close to $x_m$, and the lowering drops from 0.190 to 0.175 eV.

**The lattice responds slowly.** The permittivity 4 includes the motion of ions in the silica. The mean normal speed of electrons in a thermal flux is

$$\bar v=\frac{\int_0^\infty v^2e^{-mv^2/2kT}dv}{\int_0^\infty v\,e^{-mv^2/2kT}dv}=\sqrt{\frac{\pi kT}{2m}} .$$

With an effective mass of 0.5 electron masses at 300 K, crossing $x_m$ at this speed takes about 8 fs. A silica vibration of 0.13 eV has a period of about 32 fs. An oscillator under a suddenly applied force reaches the fraction $1-\cos\omega t$ of its static displacement, which is the full value after a quarter period, 8 fs, so the two times are comparable. The electron is faster near the metal: arriving at the top with speed $\bar v$, it needs about 4.5 fs, in which this fraction is about a third, and slower vibrations respond less. The ions therefore follow only in part. If they did not follow at all, the optical permittivity 2.1 would apply, and the uniform-medium formula would give 0.262 eV. Including the sheet as well gives 0.231 eV. Replacing the sheet of zero thickness by a slab 0.6 nm thick, with the charge at mid-height and permittivities of 14 to 17 in the plane and 4 to 17 across it, moves the two sheet values, 0.175 and 0.231 eV, by up to 0.005 and 0.011 eV, so their third digit is not fixed. These are estimates with an instantaneous image; a moving electron and a partly responding lattice need a dynamical treatment.

**The field is not uniform.** Suppose it falls linearly to zero over a depletion width $w$. The field term becomes $-Fx+Fx^2/(2w)$, and the total band bending is $Fw/2$. For a bending of 0.4 eV, $w=8$ nm. To first order, the top rises by the added term at the old maximum:

$$\frac{Fx_m^2}{2w}=\frac{0.1\times0.95^2}{2\times8}\ \text{eV}\approx0.006\ \text{eV}.$$

The maximum found numerically corresponds to a lowering of 0.184 eV, in agreement. The linear profile is the form for a bulk semiconductor, and the sign of the correction depends on it. The field of a charged sheet spreads into its surroundings. For an ungated, uniformly depleted sheet ending on the wall, with its polarizability ignored and total bending $V$, the field along the sheet is $(2V/\pi w)\,\mathrm{arccosh}(w/x)$, which grows logarithmically towards the metal, so that no single field at the metal can be named. With the same $V=0.4$ eV and $w=8$ nm this profile gives a lowering of 0.210 eV, above the uniform-field value.

**The image plane may be displaced.** If the image force acts from a plane shifted outward by $x_0$, the distance in the image term becomes $y=x-x_0$. If the field term were still counted from $x=0$, the energy would be $-1/(4\varepsilon y)-Fy-Fx_0$ and the lowering $\Delta+Fx_0$, 0.01 eV more for a shift of 0.1 nm; this is the value listed in the output. In a metal that screens linearly, however, the induced charge that sets the image plane also ends the applied field, and it does so at the same plane. Counted from the metal's Fermi level the energy is then $-1/(4\varepsilon y)-Fy$, so the top moves out by $x_0$ and the lowering stays $\Delta$. Thomas-Fermi screening in the metal moves the plane inward by $\varepsilon$ times the screening length. A length of 0.025 nm gives $x_0=-0.1$ nm and a lowering of 0.190 eV; a length of 0.06 nm gives $x_0=-0.24$ nm and 0.189 eV.

**Electrons also tunnel.** Take a barrier of 0.5 eV above the metal's Fermi level before lowering, with the linear depleted profile above. Its top is then at 0.316 eV, or about $12\,kT$, so few states at the top are occupied. In a one-mode estimate the current is proportional to $\int T(E)f(E)\,dE$, where $f$ is the Fermi occupation in the metal. Below the top,

$$T=\frac{1}{1+e^{2S}},\qquad S=\int\sqrt{2m\,[U(x)-E]}\,dx,$$

with the integral taken across the forbidden region and $U$ counted from the Fermi level. Above the top, the transmission of a parabola with the same curvature is used. The result is about 3.6 times the current that passes classically over the top. For the current at 300 K this is equivalent to an extra lowering of $kT\ln3.6\approx0.03$ eV (the factor runs from 6.7 at 250 K to 2.5 at 350 K, so in this estimate a barrier read from the temperature slope lies about 0.07 eV below the top), and the largest contribution per unit energy comes from about 0.04 eV below the top. Wave matching at the metal and motion along the contact edge are left out, and the first omission is large, because the steep image well near the metal reflects part of the wave. Solving the Schrödinger equation for the same profile, cut off at a metal band bottom 1 to 10 eV below the Fermi level, gives factors falling from about 2.2 to 0.9 as the cutoff deepens if the mass 0.5 is kept in the metal, and from about 2.9 to 1.2 with the free-electron mass there, an extra lowering between about zero and 0.03 eV. The semiclassical 3.6 therefore overstates the gain for this barrier.

## Reading the answer for a real contact

The value 0.19 eV belongs to the stated electrostatic model. For the MoS2 parameters used here and at the given field and depletion width, the largest of the departures estimated above comes from the assumption of one uniform, static permittivity: the estimates above run from about 0.17 to 0.26 eV, depending on what is allowed to respond. The separate corrections should not simply be added, because each changes the barrier on which the others act. With the band bending of 0.4 eV assumed above, the field of 1 MV/cm belongs to a narrow junction with a depletion width of 8 nm. An ungated sheet needs a donor density of about $2\times10^{12}$ cm$^{-2}$ for this width. The barrier of 0.5 eV with a bending of 0.4 eV corresponds instead to about $2\times10^{11}$ cm$^{-2}$ (mass 0.5, four spin-valley states), for which the depleted sheet is about 80 nm wide and the lowering is only about 0.08 eV. With the linear profile and the same band bending, a junction four times wider has a quarter of the field and, by the uniform-field formula, half the lowering; for the depleted sheet the ratio is 0.55.

The field is about a tenth of a rough silica breakdown field of 10 MV/cm. That comparison concerns the silica and does not establish that the channel or the interface is reliable. The planar result needs a flat wall that faces the electron on all sides. In the uniform medium, a metal film that meets the sheet at mid-height of its edge has an image energy at $x_m$ smaller in size by about 11%, 4% and 1% for thicknesses of 1, 2 and 4 nm, and a sheet that meets a 30 nm film at the bottom corner of its edge loses about 15%. A contact lying on top of the sheet is a different geometry and is not treated here. Interface states and chemical bonding can also change the barrier from which the lowering is subtracted. A barrier inferred from measured current therefore combines the zero-field barrier, the image-force lowering and tunnelling, and $\Delta$ alone does not determine it.

The numerical output below lists the main values.

## Calculated quantities

```
INPUTS AND MAIN RESULT
field in medium: 1 MV/cm
relative permittivity: 4
field in atomic units: 0.0001945 a.u.
lowering in atomic units: 0.006973 hartree
barrier lowering: 0.1897 eV
barrier lowering, SI formula: 0.1897 eV
position of top: 0.9487 nm
position of top, converted: 9.487 angstrom
image part at top: -0.09487 eV
field part at top: -0.09487 eV
CHECKS
induced charge / electron charge size: -0.999
surface-charge force / field force: -1
work integral at top: -0.09487 eV
sphere sum, planar limit: -0.09487 eV
lowering if factor 1/2 is forgotten: 0.2683 eV
ROUGH INPUTS FOR NEGLECTED EFFECTS
temperature: 300 K
thermal energy kT: 0.02585 eV
effective mass / electron mass: 0.5
zero-field barrier: 0.5 eV
band bending: 0.4 eV
sheet screening length in vacuum: 4 nm
optical permittivity of silica: 2.1
silica vibration energy: 0.13 eV
image-plane displacement: 0.1 nm
silica breakdown field: 10 MV/cm
SIZE OF NEGLECTED EFFECTS
lowering with sheet: 0.175 eV
lowering, optical permittivity: 0.262 eV
lowering, optical and sheet: 0.231 eV
time to cross x_m: 7.94 fs
vibration period: 31.8 fs
lowering, displaced image plane: 0.2 eV
depletion width: 8 nm
lowering, depleted profile: 0.184 eV
barrier top above Fermi level: 0.316 eV
barrier top / kT: 12.2
thermal factor exp(lowering/kT): 1.54e+03
current with tunnelling / over top: 3.6
extra effective lowering: 0.033 eV
current peak below top: 0.039 eV
field / breakdown field: 0.1
```
